# Direct ring diagrams, the RPA plasmon formula and direct MP2

**The problem.** A closed-shell system is described by a Hartree–Fock determinant $\Phi$ built from real orbitals. Occupied spin orbitals are $i,j$, virtual ones $a,b$, and general ones $p,q,r,s$. Hartree atomic units are used. All gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ are assumed positive. Relative to $\Phi$,

$$H=E_{\rm HF}+\sum_p\varepsilon_p\{a_p^\dagger a_p\}+V,\qquad V=\tfrac12\sum_{pqrs}(pq|rs)\{a_p^\dagger a_q\,a_r^\dagger a_s\}.$$

Braces denote normal ordering with respect to $\Phi$, and $(pq|rs)$ is the Coulomb repulsion between the densities $\phi_p\phi_q$ and $\phi_r\phi_s$, with spin integrated out. No one-body perturbation appears, because the Fock operator is diagonal in these orbitals.

Each interaction line has two ends, the pairs $a_p^\dagger a_q$ and $a_r^\dagger a_s$. In a direct ring diagram, each end is contracted completely with one end of another line, and all the lines form a single closed chain. The task is to sum these diagrams and to identify their second-order term.

## (a) Which diagrams enter the energy?

Express the correlation energy $E_c=E-E_{\rm HF}$ through imaginary-time evolution, and show that only connected diagrams contribute.

**Solution.** Suppose that the ground state $\Psi$ overlaps with $\Phi$. At large $T$, excited states are damped away:

$$\langle\Phi|e^{-T(H-E_{\rm HF})}|\Phi\rangle\to|\langle\Phi|\Psi\rangle|^2e^{-TE_c}.$$

The unperturbed part of $H-E_{\rm HF}$ gives zero on $\Phi$, so in the interaction picture the left side is $\langle\mathcal T\exp(-\int_0^T V(\tau)d\tau)\rangle$. The overlap adds a constant to the logarithm, which disappears after division by $T$:

$$E_c=-\lim_{T\to\infty}\frac1T\ln\Big\langle\mathcal T\exp\Big(-\int_0^TV(\tau)\,d\tau\Big)\Big\rangle .$$

Let $W_n$ be the sum of all connected contractions of $n$ labelled factors $V$, including their time integrals. A general term of order $N$ has $m_n$ connected pieces of size $n$, with $\sum_n n\,m_n=N$. The labels can be distributed in $N!/\prod_n[(n!)^{m_n}m_n!]$ ways. Each $V$ has an even number of fermion operators, so separating the pieces costs no sign. The $N!$ cancels the $1/N!$ of the exponential series, and

$$\Big\langle\mathcal T e^{-\int V}\Big\rangle=\prod_n\sum_{m_n}\frac1{m_n!}\Big[\frac{(-1)^nW_n}{n!}\Big]^{m_n}=\exp\sum_n\frac{(-1)^nW_n}{n!}.$$

The logarithm leaves the connected terms:

$$E_c=-\lim_{T\to\infty}\frac1T\sum_n\frac{(-1)^n}{n!}W_n. \tag{1}$$

## (b) What is the value of one bubble?

Find the contraction of two ends, and its Fourier transform.

**Solution.** Take the later end to the left. The earlier end acts on $\Phi$ and must create an excitation for the later end to remove, so it must contain $a_b^\dagger a_j$. Ends with two occupied or two virtual indices give nothing. It is therefore enough to keep

$$Q_{ia}=a_a^\dagger a_i+a_i^\dagger a_a .$$

For real orbitals, exchanging $i$ and $a$ within a density does not change the integral. The part of $V$ that can enter a ring is thus

$$V_{\rm ring}=\tfrac12\sum_{ia,jb}K_{ia,jb}\{Q_{ia}Q_{jb}\},\qquad K_{ia,jb}=(ia|jb).$$

In imaginary time, $a_i^\dagger a_a$ acquires the factor $e^{-(\varepsilon_a-\varepsilon_i)\tau}$. For $\tau>0$,

$$\langle Q_{ia}(\tau)Q_{jb}(0)\rangle=e^{-\Delta_{ia}\tau}\langle a_i^\dagger a_a a_b^\dagger a_j\rangle=\delta_{ij}\delta_{ab}e^{-\Delta_{ia}\tau}.$$

The two contractions are nested, so the sign is positive; this already includes the sign of the closed fermion loop. For $\tau<0$ time ordering exchanges the operators, and $\tau$ becomes $|\tau|$. The transform is

$$P_{ia}(\omega)=\int_{-\infty}^{\infty}e^{i\omega\tau-\Delta_{ia}|\tau|}d\tau=\frac1{\Delta_{ia}-i\omega}+\frac1{\Delta_{ia}+i\omega}=\frac{2\Delta_{ia}}{\Delta_{ia}^2+\omega^2}.\tag{2}$$

Below, $P$ and $\Delta$ are diagonal matrices in the space of particle–hole pairs, and $K$ is a symmetric matrix.

## (c) What is the ring energy of order $n$?

Count the rings with $n\ge2$ lines and find their energy $E_n$.

**Solution.** Start from a fixed end of line 1. Its bubble can lead to any of the $2(n-1)$ ends of the other lines. Cross that line and leave from its other end: now $2(n-2)$ ends are available, and so on. The last bubble must return to the free end of line 1. The starting end fixes the direction of travel, so each ring is counted once:

$$2(n-1)\cdot2(n-2)\cdots2=2^{n-1}(n-1)!.$$

All these rings have the same value, because $K$ is symmetric and the times are integrated. Each line brings a factor $\tfrac12$, and (1) brings $1/n!$, so the weight is

$$\frac{2^{n-1}(n-1)!}{2^n n!}=\frac1{2n}.$$

The product of bubbles depends on time differences. One free time gives the factor $T$, which (1) divides out. The remaining $n-1$ integrals form a closed convolution, which forces the same frequency through every bubble:

$$\lim_{T\to\infty}\frac1T\int d\tau_1\cdots d\tau_n\,{\rm Tr}[KP(\tau_1-\tau_2)\cdots KP(\tau_n-\tau_1)]=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}{\rm Tr}[(KP(\omega))^n].$$

With the sign $-(-1)^n$ from (1),

$$E_n=\frac{(-1)^{n+1}}{4\pi n}\int_{-\infty}^{\infty}d\omega\,{\rm Tr}[(KP)^n],\qquad n\ge2.\tag{3}$$

There is no $n=1$ ring: it would contract the two ends of one line with each other, which the normal ordering of $V$ forbids.

## (d) What is the second-order term?

Evaluate $E_2$ and compare it with MP2.

**Solution.** Write $s=ia$ and $t=jb$. Equation (3) gives

$$E_2=-\frac1{8\pi}\sum_{st}K_{st}^2\int_{-\infty}^{\infty}\frac{4\Delta_s\Delta_t\,d\omega}{(\Delta_s^2+\omega^2)(\Delta_t^2+\omega^2)}.$$

Partial fractions and $\int d\omega/(\omega^2+\Delta^2)=\pi/\Delta$ yield

$$\int\frac{d\omega}{(\Delta_s^2+\omega^2)(\Delta_t^2+\omega^2)}=\frac1{\Delta_t^2-\Delta_s^2}\Big(\frac\pi{\Delta_s}-\frac\pi{\Delta_t}\Big)=\frac{\pi}{\Delta_s\Delta_t(\Delta_s+\Delta_t)},$$

which also holds at $\Delta_s=\Delta_t$ by continuity. Therefore

$$E_2=-\frac12\sum_{ia,jb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}.\tag{4}$$

In MP2, single excitations do not couple to $\Phi$, by Brillouin's theorem. A double excitation couples through $(ia|jb)-(ib|ja)$. Unrestricted sums count each double excitation four times, so

$$E_{\rm MP2}=-\frac14\sum_{ijab}\frac{[(ia|jb)-(ib|ja)]^2}{\Delta_{ia}+\Delta_{jb}}.$$

The denominator is unchanged by $a\leftrightarrow b$, so the two squared terms have equal sums:

$$E_{\rm MP2}=-\frac12\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}+\frac12\sum_{ijab}\frac{(ia|jb)(ib|ja)}{\Delta_{ia}+\Delta_{jb}}.$$

The first sum, the direct part, is (4). In spatial orbitals the spins of $i$ and $j$ are independent in the direct part, which gives a factor 4 and the prefactor $-2$. They must be equal in the exchange part, which gives a factor 2 and the prefactor $+1$.

## (e) What is the sum of all orders?

Sum (3) over $n$ and find when the series converges.

**Solution.** Multiply $K$ by a strength $\lambda$, with $\lambda=1$ the physical value. The matrix $P^{1/2}KP^{1/2}$ has the same traces of powers as $KP$. Its eigenvalues $y_\nu(\omega)$ are non-negative, since for any real vector $c$ the number $c^TKc$ is the Coulomb self-repulsion of the density $\sum c_{ia}\phi_i\phi_a$ (summed over spin), which cannot be negative.

Let $x$ be the largest eigenvalue at $\omega=0$, that is, of $2\Delta^{-1/2}K\Delta^{-1/2}$. The nonzero $y_\nu$ are also eigenvalues of $K^{1/2}PK^{1/2}$, and $P(\omega)\le P(0)$, so $y_\nu(\omega)\le x$. Hence

$$\sum_\nu(\lambda y_\nu)^n\le(\lambda x)^{n-2}\sum_\nu(\lambda y_\nu)^2 .$$

For $\lambda x<1$ the series is bounded by a geometric one, and sum and integral may be exchanged. From $\ln(1+y)-y=\sum_{n\ge2}(-1)^{n+1}y^n/n$,

$$E_{\rm ring}(\lambda)=\frac1{4\pi}\int_{-\infty}^{\infty}d\omega\,{\rm Tr}[\ln(1+\lambda KP)-\lambda KP].\tag{5}$$

For $\lambda x>1$ the largest $\lambda y_\nu$ exceeds 1 in an interval around $\omega=0$. The integral of its $n$th power then grows exponentially, and the series diverges. The integral (5) remains finite and analytic for all positive $\lambda$, since $1+\lambda y_\nu$ never vanishes there. In that range, "the sum of the rings" means this analytic continuation.

## (f) Can the frequency integral be done in closed form?

Evaluate (5) at $\lambda=1$ and relate the result to the direct RPA eigenvalue problem

$$\begin{pmatrix}A&B\\-B&-A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}X\\Y\end{pmatrix},\qquad A=\Delta+K,\quad B=K.$$

**Solution.** Use ${\rm Tr}\ln=\ln\det$, and $\det(1+FG)=\det(1+GF)$ to move one factor $\Delta^{1/2}$:

$$\det(1+KP)=\det\big[1+2\Delta^{1/2}K\Delta^{1/2}(\Delta^2+\omega^2)^{-1}\big]=\frac{\det(M+\omega^2)}{\det(\Delta^2+\omega^2)},$$

$$M=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}.$$

Since $K$ is positive semidefinite, $M$ is positive definite. Call its eigenvalues $\Omega_\nu^2$, with $\Omega_\nu>0$. For positive $u,v$ the integral

$$\int_{-\infty}^{\infty}\ln\frac{\omega^2+u^2}{\omega^2+v^2}\,d\omega=2\pi(u-v)$$

follows because the left side vanishes at $u=v$ and its $u$-derivative is $\int2u\,d\omega/(\omega^2+u^2)=2\pi$. Also $\int P_s\,d\omega=2\pi$. Thus

$$E_{\rm ring}=\frac1{4\pi}\Big[2\pi\Big(\sum_\nu\Omega_\nu-\sum_s\Delta_s\Big)-2\pi\,{\rm Tr}K\Big],$$

and, since ${\rm Tr}A=\sum_s\Delta_s+{\rm Tr}K$,

$$E_{\rm ring}=\frac12\Big[\sum_\nu\Omega_\nu-{\rm Tr}A\Big].\tag{6}$$

It remains to identify $\Omega_\nu$. Adding and subtracting the two rows of the RPA problem gives

$$(A-B)(X-Y)=\Omega(X+Y),\qquad(A+B)(X+Y)=\Omega(X-Y).$$

Here $A-B=\Delta$ and $A+B=\Delta+2K$. The first equation gives $X-Y=\Omega\Delta^{-1}(X+Y)$. Insert this in the second, set $X+Y=\Delta^{1/2}Z$, and multiply by $\Delta^{1/2}$ from the left:

$$\Delta^{1/2}(\Delta+2K)\Delta^{1/2}Z=MZ=\Omega^2Z.$$

The $\Omega_\nu$ are therefore the positive RPA roots, and (6) is the plasmon formula. It has the form of a difference of zero-point energies: half the coupled frequencies minus half the trace of $A$.

If two fragments do not interact and no integral connects their particle–hole pairs, $K$ is block diagonal. The roots of the whole are then the roots of the parts, and the ring energies add.

## (g) Does the closed form contain the same second order, and how large can it be?

Expand (6) directly in $\lambda$, then bound it.

**Solution.** Write $M^{1/2}=\Delta+\lambda S+\lambda^2R+\dots$, where $M=\Delta^2+2\lambda\Delta^{1/2}K\Delta^{1/2}$. Squaring and comparing powers gives

$$\Delta S+S\Delta=2\Delta^{1/2}K\Delta^{1/2},\qquad\Delta R+R\Delta=-S^2.$$

The first equation yields $S_{st}=2\sqrt{\Delta_s\Delta_t}\,K_{st}/(\Delta_s+\Delta_t)$. Its trace is ${\rm Tr}K$, which cancels the linear term in (6). The diagonal of the second yields

$$\frac12{\rm Tr}R=-\frac14\sum_{st}\frac{S_{st}^2}{\Delta_s}=-\sum_{st}\frac{\Delta_tK_{st}^2}{(\Delta_s+\Delta_t)^2}=-\frac12\sum_{st}\frac{K_{st}^2}{\Delta_s+\Delta_t}.$$

The last step averages the sum with its copy under $s\leftrightarrow t$. This is (4) again, obtained without a frequency integral.

For the bounds, let $y\ge0$. The function $\ln(1+y)-y$ is zero at $y=0$ and has derivative $-y/(1+y)\le0$. Adding $y^2/2$ changes the derivative to $y^2/(1+y)\ge0$. So $-y^2/2\le\ln(1+y)-y\le0$, and (5) gives

$$E_2\le E_{\rm ring}\le0.$$

The higher rings together thus reduce the size of the direct second-order energy. At large $\lambda$, $\sum\Omega_\nu$ grows as $\lambda^{1/2}$, so $E_{\rm ring}\approx-\tfrac\lambda2{\rm Tr}K$, whereas the second-order term grows as $\lambda^2$.

## (h) Is there a fermion system in which the rings dominate?

Consider $N$ two-level pairs with one electron each, gap $D$, and

$$H=D\sum_kn_{k,\rm up}+\frac g{2N}\sum_{k\ne k'}Q_kQ_{k'},\qquad g>0.$$

Find the ground-state energy for large $N$.

**Solution.** Operators of different pairs do not contract, so each closed fermion loop carries one label $k$. A diagram with $n$ lines and $L$ loops scales at most as $N^{L-n}$. The $n$ lines have $2n$ ends, and each loop needs at least two, so $L\le n$. Equality requires two ends per loop, and a connected diagram of this kind is a ring. At each fixed order, everything else is smaller by at least $1/N$.

The matrix $K$ has elements $g/N$ off the diagonal and zero on it. Its eigenvalues are $g(1-1/N)$, once, and $-g/N$, $N-1$ times. This $K$ is not positive semidefinite, but $M$ stays positive definite, and (6) applies, once $N>2g/D$. An eigenvalue $\kappa$ contributes $\frac12(\sqrt{D^2+2D\kappa}-D-\kappa)$ to (6). For small $\kappa$ this is of order $\kappa^2$, so the $N-1$ small eigenvalues together give order $1/N$. One collective mode remains:

$$E\to\tfrac12\big(\sqrt{D^2+2Dg}-D-g\big).$$

For $D=1$ and $g=0.5$, this is $\frac12(1.414214-1-0.5)=-0.042893$. Exact diagonalization gives $-0.042765$ for 160 pairs and $-0.042861$ for 640. The deviation from the ring value falls by a factor 4.006 when $N$ grows fourfold, as a leading $1/N$ correction requires. This tests the ring weights and signs against a fermion Hamiltonian solved without diagrams.

## (i) What do the rings give for water, and what do they leave out?

Use Hartree–Fock in the cc-pVDZ basis, with O–H distance 0.96 Å, angle 104.5°, and all electrons correlated.

**Solution.** Five occupied and 19 virtual spatial orbitals give $2\times5\times19=190$ spin-conserving particle–hole pairs. Equation (6) becomes

$$E_{\rm ring}=638.2567-638.4881=-0.2314\ \text{hartree}=-6.297\ \text{eV}.$$

The frequency integral (5) agrees. The second-order part is $-0.3052$ hartree ($-8.305$ eV), so the higher rings contribute $+0.0738$ hartree and the bounds of (g) are respected. MP2 exchange adds $+0.1011$ hartree to direct MP2, giving $-0.2042$ hartree for full MP2. The ring energy is not far from this total, but for a different reason: it has higher-order rings and no exchange. Both values belong to this small basis and are far from converged, and their closeness says nothing about the error of either. In cc-pVTZ and cc-pVQZ the ring energy is $-0.328$ and $-0.388$ hartree and MP2 gives $-0.275$ and $-0.313$ hartree, so the difference grows from $0.027$ to $0.053$ and $0.075$ hartree.

The convergence parameter is $x=1.215$ in this basis (1.28 in cc-pVTZ, 1.31 in cc-pVQZ), so the series diverges at the physical strength; it converges below $\lambda=1/x=0.823$. The first orders do not reveal this. The terms shrink from $-0.3052$ at order 2 to $-0.0473$ at order 8, and the partial sums at orders 7 and 8, $-0.2077$ and $-0.2550$, lie on either side of the closed-form value. By the argument in (e), the terms must eventually grow without limit.

The rate of growth can be checked at the larger strength $\lambda=1.5/x$. The largest $\lambda y_\nu$ has a quadratic maximum of height 1.5 at $\omega=0$. Its $n$th power has a width proportional to $n^{-1/2}$, and (3) supplies another $1/n$, so $|E_n|\propto1.5^n n^{-3/2}$ for large $n$. Between orders 30 and 60 this predicts a factor $1.5^{30}/2^{3/2}\approx6.8\times10^4$; the computed factor is $6.7\times10^4$.

The hydrogen atom exposes the missing exchange. One electron has no correlation energy, yet the rings in the same basis, from an unrestricted Hartree–Fock reference, give $-0.0096$ hartree, and direct second order gives $-0.0104$ hartree. Both grow in size with the basis, to $-0.0140$ and $-0.0150$ hartree in cc-pVQZ. Terms with $i=j$ excite the same electron twice, which the Pauli principle forbids. In MP2 the exchange sum of (d) cancels them: for $i=j$, $(ia|ib)(ib|ia)$ equals $(ia|ib)^2$. The direct rings have no such partner. They also omit ladder diagrams and diagrams that mix rings with ladders or exchange, so (6) sums one class of diagrams through all orders and is not the exact correlation energy. The numerical output below lists the individual orders.

## Numbers as computed

```
Ring counting: lines, number of rings, weight
  2  2  0.250000
  3  8  0.166667
  4  48  0.125000
  5  384  0.100000
Pair model: gap 1.00, g 0.50 (units of the gap)
  collective root 1.414214, ring energy -0.042893
  exact energy, 20 pairs: -0.041849
  exact energy, 160 pairs: -0.042765
  exact energy, 640 pairs: -0.042861
  deviation ratio, 160 to 640 pairs: 4.006
  exact, extrapolated to infinite size: -0.042893
Water, RHF/cc-pVDZ, O-H 0.96 angstrom, angle 104.5 deg
  occupied 5, virtual 19 spatial orbitals
  spin-orbital particle-hole pairs: 190
  Hartree-Fock energy: -76.026654 hartree
  smallest orbital gap: 0.678056 hartree
  half sum of RPA roots: 638.256735 hartree
  half trace of A: 638.488148 hartree
  plasmon formula: -0.231412 hartree
  plasmon formula: -6.2971 eV
  frequency integral of logarithm: -0.231412 hartree
  second order from plasmon curvature: -0.305208 hartree
  direct MP2: -0.305208 hartree
  direct MP2: -8.3051 eV
  exchange MP2: 0.101053 hartree
  full MP2 from PySCF: -0.204155 hartree
  convergence parameter x: 1.215039
  critical strength 1/x: 0.823019
  at 1.5/x, size of order 60 over order 30: 6.683e+04
  ring order, term, partial sum (hartree)
    2  -0.305208  -0.305208
    3  0.115944  -0.189263
    4  -0.073591  -0.262855
    5  0.058250  -0.204604
    6  -0.051438  -0.256043
    7  0.048345  -0.207698
    8  -0.047299  -0.254996
Hydrogen atom, UHF/cc-pVDZ, true correlation energy zero
  ring energy: -0.009613 hartree
  direct second order: -0.010422 hartree
```
